# Why electron-electron collisions damp optical current only between silicon valleys: test program

```python
"""
Result under test: normal electron-electron collisions conserve the current
of one parabolic valley, but damp the relative-motion part of the current
carried by silicon valleys with differently oriented mass tensors:
  sigma = e^2 [ (n^2/rho) i/w + R/(gamma - i w) ],
  rho = n1 ml + n2 mt,  R = n1 n2 (ml-mt)^2/(rho ml mt),
  gamma = K rho/(n1 n2 ml mt).
n1 = n/3 electrons have mass ml along the field, n2 = 2n/3 have mass mt.
K is the friction coefficient per volume between the two groups, w the
angular frequency. K follows from statically screened Born scattering.
Groups X, Y, Z each contain two valleys. SI units unless a name says otherwise.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

e, hbar, m0, eps0 = sc.e, sc.hbar, sc.m_e, sc.epsilon_0
temperature = 300.0
kT = sc.k * temperature
density = 2e25
photon = 0.2 * e
omega = photon / hbar
ml, mt = 0.92 * m0, 0.19 * m0          # rough typical silicon masses
eps_r = 11.7                         # rough typical permittivity
eps = eps_r * eps0
mobility_cm2 = 100.0                 # rough, for this doping
alpha_ev = 0.5                       # rough nonparabolicity, 1/eV
md = (ml * mt**2)**(1/3)
X = np.array([ml, mt, mt])
Y = np.array([mt, ml, mt])
Z = np.array([mt, mt, ml])


def valley_density(eta):
    """Electrons per volume in one valley, both spins; eta = mu/kT."""
    def integrand(s):
        return 2*s*s*np.exp(-np.logaddexp(0, s*s - eta))
    value = quad(integrand, 0, 9, epsabs=0, epsrel=1e-10)[0]
    return (2*md*kT/hbar**2)**1.5 * value / (2*np.pi**2)


eta = brentq(lambda z: 6*valley_density(z)/density - 1, -10, 10)
slope = 6*(valley_density(eta+1e-3) - valley_density(eta-1e-3))/2e-3
kappa = np.sqrt(e**2 * slope / (eps*kT))


def interaction(q, screening):
    return e**2 / (eps*(q*q + screening**2))


def spectrum(q, inv_mass, x, eta_value):
    """Density fluctuation spectrum of one valley; x = hbar*nu/kT."""
    y = hbar*q*np.sqrt(inv_mass/kT)
    x = np.where(np.abs(x) < 1e-7, 1e-7, x)
    u = (x - y*y/2)/y
    a = eta_value - u*u/2
    logs = np.logaddexp(0, a) - np.logaddexp(0, a-x)
    front = md**1.5 * kT/(np.pi*hbar**3*q*np.sqrt(inv_mass))
    return front*logs/(-np.expm1(-x))


def nodes(low, high, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return low + (high-low)*(x+1)/2, w*(high-low)/2


def friction(mass_a, mass_b, energy, eta_value, screening):
    """xx friction between two groups, each of two valleys."""
    c, wc = nodes(0, 1, 12)
    f, wf = nodes(0, np.pi/2, 12)
    y, wy = nodes(0, 16, 64)
    u = np.linspace(-8, 8, 101)
    c, f = c[:, None, None, None], f[None, :, None, None]
    y = y[None, None, :, None]
    s = np.sqrt(1-c*c)
    n2 = [(s*np.cos(f))**2, (s*np.sin(f))**2, c*c]
    ia = sum(v/m for v, m in zip(n2, mass_a))
    ib = sum(v/m for v, m in zip(n2, mass_b))
    scale = np.sqrt(kT/(ia+ib))/hbar
    q = y*scale
    ya = hbar*q*np.sqrt(ia/kT)
    x = ya*ya/2 + ya*u
    product = spectrum(q, ia, x, eta_value) \
        * spectrum(q, ib, energy/kT-x, eta_value)
    conv = product.sum(axis=3, keepdims=True)*(u[1]-u[0])*ya*kT/(2*np.pi*hbar)
    value = q**4*n2[0]*interaction(q, screening)**2*conv*scale
    weights = wc[:, None, None]*wf[None, :, None]*wy[None, None, :]
    total = 8*np.sum(value[..., 0]*weights)/(2*np.pi)**3
    return 4*total*(-np.expm1(-energy/kT))/(2*energy)


# Frequency sum rule of the spectrum at the actual degeneracy
for q_test in (3e8, 1.5e9):
    inv = 1/mt
    y_test = hbar*q_test*np.sqrt(inv/kT)
    u_test = np.linspace(-9, 9, 2001)
    x_test = y_test**2/2 + y_test*u_test
    s_test = spectrum(q_test, inv, x_test, eta)
    moment = np.sum(x_test*s_test)*(u_test[1]-u_test[0])*y_test
    moment *= (kT/hbar)**2/(2*np.pi)
    expected = valley_density(eta)*hbar*q_test**2*inv/2
    assert abs(moment/expected-1) < 1e-4

# Dilute limit: force between drifting Maxwell distributions
eta_low = -12.0
c, wc = nodes(-1, 1, 40)
f, wf = nodes(0, np.pi/2, 16)
h, wh = nodes(0, 9, 80)
c3, f3, h3 = c[:, None, None], f[None, :, None], h[None, None, :]
inv_a = c3**2/ml + (1-c3**2)/mt
inv_b = (c3**2 + (1-c3**2)*np.sin(f3)**2)/mt \
    + (1-c3**2)*np.cos(f3)**2/ml
inv = inv_a+inv_b
width = np.sqrt(kT*inv)
drift = 0.01*np.sqrt(kT/mt)
speed = h3*width
q = 2*speed/(hbar*inv)
prob = np.exp(-(speed+c3*drift)**2/(2*width**2))/np.sqrt(2*np.pi)
group_n = 2*valley_density(eta_low)
force = 2*np.pi*q**3*c3*interaction(q, kappa)**2*group_n**2*prob/(hbar*speed)
weights = wc[:, None, None]*wf[None, :, None]*wh[None, None, :]
K_drift = -4*np.sum(force*weights)/(8*np.pi**3*drift)
K_dilute = friction(X, Y, 1e-6*kT, eta_low, kappa)
assert abs(K_drift/K_dilute-1) < 0.01

# Monte Carlo sum over single collisions that absorb or emit a photon
rng = np.random.default_rng(7)
samples = 500000
spread = 1.6
ka = rng.normal(size=(samples, 3))*np.sqrt(spread)
kb = rng.normal(size=(samples, 3))*np.sqrt(spread)
direction = rng.normal(size=(samples, 3))
direction /= np.linalg.norm(direction, axis=1)[:, None]


def occupation(energy):
    return np.exp(-np.logaddexp(0, energy/kT-eta))


def sample_weight(k):
    k2 = np.sum(k*k, axis=1)
    p = np.exp(-k2/(2*spread))/(2*np.pi*spread)**1.5
    return 2*occupation(k2*kT/2)*(md*kT/hbar**2)**1.5/((2*np.pi)**3*p)


pair_weight = sample_weight(ka)*sample_weight(kb)


def collision_sigma(mass_a, mass_b, energy, alpha=0.0):
    """Real conductivity along x from collisions of two valley groups."""
    va, vb = ka*np.sqrt(kT/mass_a), kb*np.sqrt(kT/mass_b)
    ea, eb = np.sum(ka**2, axis=1)*kT/2, np.sum(kb**2, axis=1)*kT/2
    ia, ib = np.sum(direction**2/mass_a, axis=1), \
        np.sum(direction**2/mass_b, axis=1)
    ga, gb = np.sum(direction*va, axis=1), np.sum(direction*vb, axis=1)
    g, inv_sum = ga-gb, ia+ib
    before = va[:, 0]/(1+2*alpha*ea) + vb[:, 0]/(1+2*alpha*eb)
    total = 0.0
    for sign in (1, -1):
        disc = g*g + 2*inv_sum*sign*energy
        root = np.sqrt(np.where(disc > 0, disc, 1.0))
        for branch in (1, -1):
            q = (-g+branch*root)/(hbar*inv_sum)
            ok = (disc > 0) & (q > 0)
            q = np.where(ok, q, 1.0)
            fa = ea + hbar*q*ga + hbar**2*q*q*ia/2
            fb = eb - hbar*q*gb + hbar**2*q*q*ib/2
            vax = va[:, 0]+hbar*q*direction[:, 0]/mass_a[0]
            vbx = vb[:, 0]-hbar*q*direction[:, 0]/mass_b[0]
            dv = vax/(1+2*alpha*fa)+vbx/(1+2*alpha*fb)-before
            term = pair_weight*q*q/(hbar*root)*interaction(q, kappa)**2
            term *= dv**2*(1-occupation(fa))*(1-occupation(fb))
            total += sign*np.mean(np.where(ok, term, 0.0))
    w = energy/hbar
    return 4*total/(2*np.pi**2)*np.pi*e**2/(hbar**2*w**3)


mass_contrast = 1/mt-1/ml
mc_errors = []
for test_energy in (0.05*e, photon):
    direct = collision_sigma(X, Y, test_energy)
    w = test_energy/hbar
    formula = e**2*mass_contrast**2 \
        * friction(X, Y, test_energy, eta, kappa)/w**2
    mc_errors.append(abs(direct/formula-1))
    assert mc_errors[-1] < 0.03       # statistical sampling error
sigma_same = collision_sigma(X, X, photon)
assert abs(sigma_same) < 1e-12*direct

# Conductivity of the valley groups
K_xy = friction(X, Y, photon, eta, kappa)
K_yz = friction(Y, Z, photon, eta, kappa)
K_opt = 2*K_xy
K_static = 2*friction(X, Y, 1e-6*kT, eta, kappa)
n1, n2 = density/3, 2*density/3
rho = n1*ml+n2*mt
rate_factor = rho/(n1*n2*ml*mt)
gamma_opt, gamma_static = K_opt*rate_factor, K_static*rate_factor
relative_weight = n1*n2*(ml-mt)**2/(rho*ml*mt)
total_weight = n1/ml+n2/mt
mc = density/total_weight
sigma = e**2*(density**2/rho*1j/omega
              + relative_weight/(gamma_opt-1j*omega))
links = np.array([[0, K_xy, K_xy], [K_xy, 0, K_yz], [K_xy, K_yz, 0]])
matrix = np.diag(-1j*omega*density/3*np.array([ml, mt, mt])
                 + links.sum(axis=1)) - links
velocity = np.linalg.solve(matrix, -e*density/3*np.ones(3))
assert abs(-e*density/3*velocity.sum()/sigma-1) < 1e-9
sigma_high = e**2*mass_contrast**2*K_opt/omega**2
assert abs(sigma.real/sigma_high-1) < 2*(gamma_opt/omega)**2+1e-9


# Two interacting quantum particles on a ring, with hbar = radius = 1
def ring(mass1, mass2, strength):
    size = 21
    x = 2*np.pi*np.arange(size)/size
    k = np.arange(size)-size//2
    wave = np.exp(1j*np.outer(x, k))/np.sqrt(size)
    p = (wave*k) @ wave.conj().T
    p2 = (wave*k**2) @ wave.conj().T
    one = np.eye(size)
    ham = np.kron(p2/(2*mass1), one)+np.kron(one, p2/(2*mass2))
    ham += np.diag(strength*np.cos(x[:, None]-x[None, :]).ravel())
    current = np.kron(p/mass1, one)+np.kron(one, p/mass2)
    levels, states = np.linalg.eigh(ham)
    element = states.conj().T @ (current @ states[:, 0])
    return levels[1:]-levels[0], np.abs(element[1:])**2


gap, strength2 = ring(1.0, 3.0, 20.0)
ring_weight = np.sum(2*strength2/gap)
ring_formula = (1-3)**2/(1*3*(1+3))
assert abs(ring_weight/ring_formula-1) < 1e-3
gap, strength2 = ring(1.0, 1.0, 20.0)
ring_equal = np.sum(2*strength2/gap)
assert ring_equal < 1e-6
gap, strength2 = ring(1.0, 3.0, 0.01)
first_order = 2*(0.005*(1-1/3)/(0.5*(1+1/3)))**2
assert abs(np.sum(strength2)/first_order-1) < 1e-3


# Classical collision in nm, fs and eV
def trajectory(mass_a, mass_b, alpha):
    unit = 1e12/e
    a, b = mass_a*unit, mass_b*unit
    coupling = e/(4*np.pi*eps)*1e9
    screen = kappa*1e-9

    def speed_of(p, m):
        return p/m/np.sqrt(1+4*alpha*np.sum(p*p/(2*m)))

    def motion(time, state):
        r, pa, pb = state[:3], state[3:6], state[6:]
        d = np.linalg.norm(r)
        push = coupling*np.exp(-screen*d)*(1+screen*d)/d**3*r
        return np.concatenate((speed_of(pa, a)-speed_of(pb, b), push, -push))

    va, vb = np.array([0.22, 0.05, 0]), np.array([0, -0.02, 0.03])
    start = np.concatenate((-(va-vb)*55+np.array([0, 0.5, 0]), a*va, b*vb))
    end = solve_ivp(motion, (0, 140), start, method="DOP853",
                    rtol=1e-10, atol=1e-12).y[:, -1]
    first = speed_of(start[3:6], a)+speed_of(start[6:], b)
    last = speed_of(end[3:6], a)+speed_of(end[6:], b)
    transfer = np.linalg.norm(end[3:6]-start[3:6])/np.linalg.norm(start[3:6])
    return np.linalg.norm(last-first)/np.linalg.norm(first), transfer


same_change, same_transfer = trajectory(X, X, 0.0)
cross_change, cross_transfer = trajectory(X, Y, 0.0)
bent_change, bent_transfer = trajectory(X, X, alpha_ev)
assert same_change < 1e-8 and same_transfer > 0.05
assert cross_change > 0.05 and bent_change > 1e-4

# Size of absorption and of neglected effects
index = np.sqrt(eps_r-density*e**2/(eps0*mc*omega**2))
absorb = sigma.real/(eps0*sc.c*index)/100
optical_rate = sigma.real*omega**2*mc/(density*e**2)
impurity_rate = e/(mc*mobility_cm2*1e-4)
sigma_imp = density*e**2/mc*impurity_rate/(omega**2+impurity_rate**2)
absorb_imp = sigma_imp/(eps0*sc.c*index)/100
bare_ratio = 2*friction(X, Y, photon, eta, 0.0)/K_opt
al = alpha_ev/e
intra = 0.5*collision_sigma(X, X, photon, al) \
    + collision_sigma(Y, Y, photon, al)
inter = 2*collision_sigma(X, Y, photon, al) \
    + collision_sigma(Y, Z, photon, al)
reduced = ml*mt/(ml+mt)
born = 2*reduced*e**2/(4*np.pi*eps*hbar**2*kappa)
q_typical2 = 2*reduced*photon/hbar**2
q_valley2 = 2*(0.85*2*np.pi/0.543e-9)**2
exchange = (eps_r*(q_typical2+kappa**2)/q_valley2)**2
plasma = hbar*np.sqrt(density*e**2/(eps*mc))/e


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Temperature", temperature, "K")
show("Electron density", density*1e-6, "cm^-3")
show("Photon energy", photon/e, "eV")
show("Light wavelength in vacuum", 2*np.pi*sc.c/omega*1e6, "um")
show("Angular frequency", omega, "s^-1")
show("Longitudinal mass (rough input)", ml/m0, "m0")
show("Transverse mass (rough input)", mt/m0, "m0")
show("Relative permittivity (rough input)", eps_r)
show("Chemical potential from band edge", eta*kT/e*1000, "meV")
show("Thermal energy", kT/e*1000, "meV")
show("Screening length", 1e9/kappa, "nm")
show("Plasma energy", plasma, "eV")
show("Collision, same valley: summed-velocity change", same_change, "", 2)
show("Collision, same valley: momentum transfer/initial", same_transfer, "", 3)
show("Collision, X-Y valleys: summed-velocity change", cross_change, "", 3)
show("Collision, X-Y: momentum transfer/initial", cross_transfer, "", 3)
show("Collision, nonparabolic: summed-velocity change", bent_change, "", 3)
show("Ring, masses 1 and 3: absorbing weight", ring_weight)
show("Ring, masses 1 and 3: formula", ring_formula)
show("Ring, equal masses: absorbing weight", ring_equal, "", 2)
show("Conductivity mass", mc/m0, "m0")
show("Mean mass of total-momentum motion", rho/density/m0, "m0")
show("Dampable share of current", 100*relative_weight/total_weight, "%", 3)
show("Surviving share", 100*density**2/rho/total_weight, "%", 3)
show("Static friction K", K_static, "kg m^-3 s^-1", 3)
show("Static relative-motion rate", gamma_static, "s^-1", 3)
show("Static relative-motion lifetime", 1e15/gamma_static, "fs", 3)
show("Optical friction K", K_opt, "kg m^-3 s^-1", 3)
show("Optical relative-motion rate", gamma_opt, "s^-1", 3)
show("Optical rate / angular frequency", gamma_opt/omega, "", 3)
show("Effective damping rate of whole current", optical_rate, "s^-1", 3)
show("Real conductivity from e-e collisions", sigma.real/100, "S/cm", 3)
show("Refractive index used", index, "", 3)
show("Absorption from e-e collisions", absorb, "cm^-1", 3)
show("Monte Carlo deviation at 0.05 eV", 100*mc_errors[0], "%", 2)
show("Monte Carlo deviation at 0.2 eV", 100*mc_errors[1], "%", 2)
show("Mobility (rough input)", mobility_cm2, "cm2/Vs")
show("Impurity/phonon rate from mobility", impurity_rate, "s^-1", 2)
show("Drude absorption from that rate", absorb_imp, "cm^-1", 2)
show("e-e absorption / Drude absorption", sigma.real/sigma_imp, "", 2)
show("Unscreened / screened optical friction", bare_ratio, "", 3)
show("Nonparabolicity (rough input)", alpha_ev, "eV^-1")
show("Nonparabolic same-orientation / main absorption",
     intra/sigma.real, "", 2)
show("Nonparabolic different-orientation / main absorption",
     inter/sigma.real, "", 2)
show("Born strength parameter", born, "", 2)
show("Valley-exchange relative size, vacuum Coulomb", exchange, "", 2)
print("all good")
```

Running it gives:

```
Temperature: 300 K
Electron density: 2e+19 cm^-3
Photon energy: 0.2 eV
Light wavelength in vacuum: 6.199 um
Angular frequency: 3.039e+14 s^-1
Longitudinal mass (rough input): 0.92 m0
Transverse mass (rough input): 0.19 m0
Relative permittivity (rough input): 11.7
Chemical potential from band edge: -1.58 meV
Thermal energy: 25.85 meV
Screening length: 1.023 nm
Plasma energy: 0.09552 eV
Collision, same valley: summed-velocity change: 4.5e-16
Collision, same valley: momentum transfer/initial: 0.457
Collision, X-Y valleys: summed-velocity change: 1.15
Collision, X-Y: momentum transfer/initial: 0.31
Collision, nonparabolic: summed-velocity change: 0.0551
Ring, masses 1 and 3: absorbing weight: 0.3333
Ring, masses 1 and 3: formula: 0.3333
Ring, equal masses: absorbing weight: 5.5e-28
Conductivity mass: 0.2583 m0
Mean mass of total-momentum motion: 0.4333 m0
Dampable share of current: 40.4 %
Surviving share: 59.6 %
Static friction K: 3.78e+06 kg m^-3 s^-1
Static relative-motion rate: 2.31e+12 s^-1
Static relative-motion lifetime: 432 fs
Optical friction K: 2.41e+06 kg m^-3 s^-1
Optical relative-motion rate: 1.48e+12 s^-1
Optical rate / angular frequency: 0.00485
Effective damping rate of whole current: 5.96e+11 s^-1
Real conductivity from e-e collisions: 0.141 S/cm
Refractive index used: 3.01
Absorption from e-e collisions: 17.6 cm^-1
Monte Carlo deviation at 0.05 eV: 0.49 %
Monte Carlo deviation at 0.2 eV: 0.099 %
Mobility (rough input): 100 cm2/Vs
Impurity/phonon rate from mobility: 6.8e+13 s^-1
Drude absorption from that rate: 1.9e+03 cm^-1
e-e absorption / Drude absorption: 0.0092
Unscreened / screened optical friction: 4.79
Nonparabolicity (rough input): 0.5 eV^-1
Nonparabolic same-orientation / main absorption: 0.011
Nonparabolic different-orientation / main absorption: 0.75
Born strength parameter: 0.52
Valley-exchange relative size, vacuum Coulomb: 0.012
all good
```
